# Exchange-correlation stress in LDA and GGA plane-wave calculations

## 1. Definitions and conventions

A periodic cell of volume $\Omega$ is deformed by a small homogeneous strain,

$$r'_a=r_a+\sum_b\epsilon_{ab}r_b .$$

The lattice vectors and the ion positions follow this map, so the ions keep their fractional coordinates. The stress is

$$\sigma_{ab}=\frac1\Omega\frac{\partial E}{\partial\epsilon_{ab}},$$

with the derivative taken at $\epsilon=0$ and all nine components treated as independent. A positive diagonal component is a tension: the energy falls when the cell shrinks in that direction. The pressure is $P=-\frac13\sum_a\sigma_{aa}$.

The electrons form a closed shell with density $\rho(\mathbf r)$. Write $\mathbf g=\nabla\rho$ and

$$E_{xc}=\int_\Omega f(\rho,\mathbf g)\,d^3r .$$

In the local density approximation (LDA), $f$ depends on $\rho$ alone. In a generalized gradient approximation (GGA), it also depends on $\mathbf g$, but through its length only. In Gaussian units $f$ is an energy density; LDA exchange, for example, is $f_x=-Ce^2\rho^{4/3}$ with $C=\frac34(3/\pi)^{1/3}$.

The potential $v_{xc}$ is defined by $\delta E_{xc}=\int v_{xc}\,\delta\rho\,d^3r$ in a fixed cell. With $h_a=\partial f/\partial g_a$,

$$\delta E_{xc}=\int\Big[\frac{\partial f}{\partial\rho}\delta\rho+\mathbf h\cdot\nabla\delta\rho\Big]d^3r .$$

Integrate the second term by parts. The surface terms on opposite faces of the cell cancel by periodicity, so

$$v_{xc}=\frac{\partial f}{\partial\rho}-\nabla\cdot\mathbf h. \tag{1}$$

The results to be derived are

$$\sigma^{xc}_{ab}=\frac{\delta_{ab}}{\Omega}\Big(E_{xc}-\int v_{xc}\rho\,d^3r\Big)\quad\text{(LDA)}, \tag{2}$$

$$\sigma^{xc}_{ab}=\frac{\delta_{ab}}{\Omega}\Big(E_{xc}-\int v_{xc}\rho\,d^3r\Big)-\frac1\Omega\int\frac{\partial f}{\partial g_a}g_b\,d^3r\quad\text{(GGA)}. \tag{3}$$

Equation (2) concerns the exchange-correlation part of the stress. The total LDA stress is in general anisotropic, as section 4 shows.

## 2. What is held fixed under strain

Let the orbitals be expanded in plane waves,

$$\psi_i(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf q}c_i(\mathbf q)e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\mathbf k+\mathbf G .$$

Here $i$ includes the Bloch vector $\mathbf k$, whose fractional coordinates are held fixed. When the lattice vectors are multiplied by $1+\epsilon$, the wave vectors are multiplied by the inverse transpose of $1+\epsilon$. Therefore $\mathbf q'\cdot\mathbf r'=\mathbf q\cdot\mathbf r$: each plane wave has the same phase at corresponding points.

For a norm-conserving description, orthonormality at a given $\mathbf k$ reads $\sum_{\mathbf q}c_i^*c_j=\delta_{ij}$. The cell does not appear in it, so frozen coefficients remain admissible in the strained cell.

The true coefficients do change with strain. Regard the energy as a function $E(c,\epsilon)$. At fixed occupations $w_i$ (with Bloch-point weights included),

$$\frac{dE}{d\epsilon_{ab}}=\frac{\partial E}{\partial\epsilon_{ab}}\bigg|_c+\sum_{i\mathbf q}\Big[\frac{\partial E}{\partial c_i^*}\frac{dc_i^*}{d\epsilon_{ab}}+\frac{\partial E}{\partial c_i}\frac{dc_i}{d\epsilon_{ab}}\Big].$$

At self-consistency the Kohn–Sham equations are $\partial E/\partial c_i^*=w_i\varepsilon_i c_i$, with $\varepsilon_i$ the orbital energy. The bracketed sum becomes

$$\sum_i w_i\varepsilon_i\frac{d}{d\epsilon_{ab}}\sum_{\mathbf q}|c_i(\mathbf q)|^2=0,$$

because the norm stays equal to one. The total stress is thus the explicit strain derivative at frozen coefficients, and each energy term can be differentiated separately:

$$\sigma^{xc}_{ab}=\frac1\Omega\frac{\partial E_{xc}}{\partial\epsilon_{ab}}\bigg|_c .$$

The division into parts depends on this choice of what is frozen. The relaxation of the coefficients would change $E_{xc}$ by itself to first order; it is the sum over all energy terms that does not respond.

The argument also assumes that the same set of integer-labelled plane waves is used before and after the strain. A calculation that keeps a cutoff energy instead lets plane waves enter or leave the set, and in an unconverged basis its energy differences need not follow this stress.

## 3. The density in the strained cell

The density is $\rho=\sum_iw_i|\psi_i|^2$. With frozen coefficients and unchanged phases, the prefactor $1/\Omega$ is the one thing that changes:

$$\rho'(\mathbf r')=\frac{\Omega}{\Omega'}\rho(\mathbf r)=\frac{\rho(\mathbf r)}{\det(1+\epsilon)} .$$

Put $t=\sum_a\epsilon_{aa}$. In the determinant, the product of diagonal entries is $1+t+O(\epsilon^2)$. Every other product contains at least two off-diagonal entries and is of second order. Hence, to first order,

$$d^3r'=(1+t)\,d^3r,\qquad \rho'(\mathbf r')=(1-t)\rho(\mathbf r). \tag{4}$$

The number of electrons is conserved, since the two factors cancel in $\rho'd^3r'$.

## 4. The LDA stress

For $f=f(\rho)$, equation (4) gives

$$\begin{aligned}
E'_{xc}&=\int(1+t)\,f\big(\rho-t\rho\big)\,d^3r\\
&=\int(1+t)\Big(f-t\rho\frac{df}{d\rho}\Big)d^3r+O(\epsilon^2)\\
&=E_{xc}+t\int\Big(f-\rho\frac{df}{d\rho}\Big)d^3r+O(\epsilon^2).
\end{aligned}$$

In the LDA, $df/d\rho=v_{xc}$. Since $\partial t/\partial\epsilon_{ab}=\delta_{ab}$, equation (2) follows.

The density itself may have any shape. A shear carries density values to new places but, to first order, changes neither the values nor the volume elements they occupy. A functional that looks at nothing but the local value cannot detect it.

For exchange alone, $\rho\,df_x/d\rho=\frac43f_x$, so

$$\sigma^x_{ab}=\frac{\delta_{ab}}{\Omega}\Big(E_x-\frac43E_x\Big)=-\delta_{ab}\frac{E_x}{3\Omega}.$$

As $E_x<0$, this is a tension: LDA exchange favours a smaller cell.

The kinetic energy behaves differently. To first order $q'_a=q_a-\sum_b\epsilon_{ba}q_b$, hence $|\mathbf q'|^2=|\mathbf q|^2-2\sum_{ab}\epsilon_{ba}q_aq_b$. Inserting this into $T=\sum_{i\mathbf q}w_i|c_i(\mathbf q)|^2\hbar^2q^2/2m$ gives

$$\sigma^{\rm kin}_{ab}=-\frac{\hbar^2}{m\Omega}\sum_{i\mathbf q}w_i|c_i(\mathbf q)|^2q_aq_b ,$$

which is direction dependent unless symmetry prevents it.

## 5. The change of the gradient

A GGA needs the derivative of the new density with respect to the new coordinates. To first order the strain map is inverted by $r_b=r'_b-\sum_a\epsilon_{ba}r'_a$, so $\partial r_b/\partial r'_a=\delta_{ab}-\epsilon_{ba}$. The chain rule gives

$$\frac{\partial}{\partial r'_a}=\sum_b\frac{\partial r_b}{\partial r'_a}\frac{\partial}{\partial r_b}=\frac{\partial}{\partial r_a}-\sum_b\epsilon_{ba}\frac{\partial}{\partial r_b}.$$

Apply this to $(1-t)\rho$ and drop products of two strains:

$$g'_a=g_a-t\,g_a-\sum_b\epsilon_{ba}g_b. \tag{5}$$

The second term comes from the dilution of the density. The third comes from the stretching of lengths: a density variation along a stretched direction becomes less steep. This third term carries the directional information.

## 6. The GGA stress

Expand $f$ with $\delta\rho=-t\rho$ and $\delta g_a$ from (5), and include the volume factor:

$$\begin{aligned}
\delta E_{xc}&=\int\Big[tf+\frac{\partial f}{\partial\rho}\delta\rho+\sum_ah_a\delta g_a\Big]d^3r\\
&=t\int\Big[f-\rho\frac{\partial f}{\partial\rho}-\mathbf h\cdot\mathbf g\Big]d^3r-\sum_{ab}\epsilon_{ba}\int h_ag_b\,d^3r. 
\end{aligned}\tag{6}$$

The first integral can be expressed through the potential. From (1),

$$\int v_{xc}\rho\,d^3r=\int\rho\frac{\partial f}{\partial\rho}\,d^3r-\int\rho\,\nabla\cdot\mathbf h\,d^3r
=\int\Big[\rho\frac{\partial f}{\partial\rho}+\mathbf h\cdot\mathbf g\Big]d^3r, \tag{7}$$

where the last step is again a periodic integration by parts. The first term of (6) is therefore $t(E_{xc}-\int v_{xc}\rho\,d^3r)$.

For the second term, exchange the names of the summation indices. The coefficient of $\epsilon_{ab}$ is then $-\int h_bg_a\,d^3r$. Because $f$ depends on $\mathbf g$ through $s=|\mathbf g|^2$,

$$h_b=\frac{\partial f}{\partial s}\frac{\partial s}{\partial g_b}=2\frac{\partial f}{\partial s}g_b,\qquad h_bg_a=2\frac{\partial f}{\partial s}g_ag_b=h_ag_b .$$

The order of the indices does not matter, and division by $\Omega$ gives (3). Its last term can be written

$$\sigma^{\rm grad}_{ab}=-\frac2\Omega\int\frac{\partial f}{\partial s}g_ag_b\,d^3r. \tag{8}$$

**Rotations.** An infinitesimal rotation is an antisymmetric $\epsilon$. Its energy change $\Omega\sum_{ab}\epsilon_{ab}\sigma^{xc}_{ab}$ vanishes because $\sigma^{xc}$ is symmetric. This is the invariance expected of a functional that uses only the length of $\mathbf g$.

**Pressure.** The gradient term is not purely anisotropic. Its trace is $-\Omega^{-1}\int\mathbf h\cdot\mathbf g\,d^3r$, so it contributes $+\frac1{3\Omega}\int\mathbf h\cdot\mathbf g\,d^3r$ to the pressure. In a cubic crystal, symmetry removes the traceless part, but not this one.

**The potential.** In (3), $v_{xc}$ is the complete potential (1), including the divergence. If only $\partial f/\partial\rho$ is used in the isotropic part, then $\int\mathbf h\cdot\mathbf g\,d^3r$ must be subtracted there separately, as (6) shows.

**The uniform limit.** When $\mathbf g=0$ everywhere and $\partial f/\partial s$ is finite, (8) vanishes and the stress is isotropic.

## 7. Two checks by direct scaling

**A single density wave.** Take $f=c|\mathbf g|^2$ with constant $c$, and $\rho=n(1+A\cos qz)$. The derivative is $g_z=-nAq\sin qz$, and the mean of $\sin^2qz$ over a period is $\frac12$. Hence

$$E=\frac{\Omega c\,n^2A^2q^2}{2}.$$

First strain the cell directly. A stretch $\epsilon_{xx}$ multiplies $\Omega$ by $1+\epsilon_{xx}$ and $n$ by $1-\epsilon_{xx}$, leaving $q$ alone. The relative energy change is $(1-2)\epsilon_{xx}$, so $\Omega\sigma_{xx}=-E$. A stretch $\epsilon_{zz}$ also multiplies $q$ by $1-\epsilon_{zz}$. The relative change is $(1-2-2)\epsilon_{zz}$, so $\Omega\sigma_{zz}=-3E$.

Now use (3). Here $h_z=2cg_z$ and $\partial f/\partial\rho=0$, so (7) gives $\int v_{xc}\rho\,d^3r=\int2cg_z^2\,d^3r=2E$. The isotropic part is $E-2E=-E$. The gradient term is $-\int2cg_z^2\,d^3r=-2E$ for $zz$ and zero for $xx$. The sums are $-E$ and $-3E$, as before.

**Uniform scaling of exchange.** Standard GGA exchange, such as PBE or B88, has the form $f_x=-Ce^2\rho^{4/3}F(u)$, where $u$ is proportional to $|\mathbf g|/\rho^{4/3}$. Replacing $\rho$ by $\lambda^3\rho$ and $\mathbf g$ by $\lambda^4\mathbf g$ leaves $u$ unchanged, so

$$f_x(\lambda^3\rho,\lambda^4\mathbf g)=\lambda^4f_x(\rho,\mathbf g).$$

A stretch of all lengths by $1+\eta$ corresponds to $\lambda=1/(1+\eta)$. The volume grows by $\lambda^{-3}$, and $E_x$ becomes $\lambda^{-3}\lambda^4E_x=\lambda E_x$. Its derivative at $\eta=0$ is $-E_x$. Since $\epsilon_{ab}=\eta\delta_{ab}$, this requires $\Omega\sum_a\sigma^x_{aa}=-E_x$.

The formula agrees. Differentiating the scaling relation at $\lambda=1$ gives $3\rho\,\partial f_x/\partial\rho+4\,\mathbf h\cdot\mathbf g=4f_x$. The trace of (3), with (7), is then

$$\Omega\sum_a\sigma^x_{aa}=3E_x-\int\Big[3\rho\frac{\partial f_x}{\partial\rho}+4\,\mathbf h\cdot\mathbf g\Big]d^3r=3E_x-4E_x=-E_x .$$

LDA exchange is the case $F=1$. A GGA of this form can thus redistribute the exchange stress among directions, but its trace remains tied to the exchange energy. The rule fails when $F$ also depends on $\rho$ separately. This happens in short-range (screened) exchange, which contains a fixed screening length, and in nonseparable functionals. Equation (3) still holds for these.

## 8. The formula on a Fourier grid

In a plane-wave program the integral is a sum over $M$ grid points,

$$E_{xc}=\frac{\Omega}{M}\sum_jf(\rho_j,\mathbf g_j),$$

with gradients found by multiplying Fourier coefficients by $i\mathbf G$. The strain algebra applies at each grid point, because grid points keep their fractional coordinates. What remains to be shown is the integration by parts in (7). The derivative at point $j$ is $\sum_lD^a_{jl}\rho_l$ with

$$D^a_{jl}=\frac1M\sum_{\mathbf G}iG_a\,e^{i\mathbf G\cdot(\mathbf r_j-\mathbf r_l)} .$$

If the vectors $\mathbf G$ occur in pairs $\pm\mathbf G$, exchanging $j$ and $l$ and renaming $\mathbf G\to-\mathbf G$ changes the sign. The matrix is antisymmetric, and $\sum_j\rho_j(D^ah_a)_j=-\sum_jh_{a,j}(D^a\rho)_j$. Equation (7) then holds for the sums themselves, whatever the grid spacing.

On a grid with an even number of points per axis, the highest frequency has no partner. It does no harm here if the density has no component at that frequency. In the example below, the orbitals contain integer frequencies up to 4 per axis, so the density reaches 8, while the unpaired frequency is 10.

## 9. Where further terms are needed

- If $E_{xc}$ is evaluated with an added core density that moves rigidly with the ions, that density does not obey (4). Only the valence density is diluted by $1-t$, so in $\int v_{xc}\rho\,d^3r$ of (2) and (3) the factor $\rho$ becomes the valence density, while $E_{xc}$, $v_{xc}$ and the gradient term are still evaluated with the total density. The term $\Omega^{-1}\int v_{xc}\,(\partial\rho_{\rm core}/\partial\epsilon_{ab})\,d^3r$, with the derivative taken at fixed fractional coordinates, is then added.
- With augmentation charges, the overlap condition and the density depend on the cell in additional ways, so section 2 does not apply as it stands.
- If $f$ depends on a further variable, such as the kinetic-energy density, the strain response of that variable contributes as well.

## 10. Worked example

Two electrons move in a cubic cell of side $6.0\,a_0$, so $\Omega=216\,a_0^3$. Two rigid positive unit charges with profile $\exp(-r^2/w^2)$, $w=0.7\,a_0$, are centred at $\pm(0.6,0,0.8)\,a_0$. The cell is cubic, but the density is not. One doubly occupied orbital at $\mathbf k=0$ is expanded in 257 plane waves, and this fixed basis is part of the model. The LDA consists of Slater exchange and Perdew–Wang correlation; the GGA is PBE. Each functional is used self-consistently. Values of $\Omega\sigma_{ab}$ are in hartree.

**LDA.** The program gives $E_{xc}=-0.4500$ and $\int v_{xc}\rho\,d^3r=-0.5861$. Thus

$$\Omega\sigma^{xc}_{aa}=-0.4500+0.5861=0.1361$$

for each diagonal component, and the shear component is zero. With $1$ hartree$/a_0^3=29421$ GPa, the stress is $0.1361\times29421/216=18.5$ GPa.

The kinetic and electrostatic energies together contribute $0.0109$, $0.0572$, $-0.0269$ and $-0.0877$ to $xx$, $yy$, $zz$ and $xz$. Adding the isotropic part gives totals of $0.1470$, $0.1933$, $0.1092$ and $-0.0877$, or $20.0$, $26.3$, $14.9$ and $-11.9$ GPa. The total LDA stress is plainly anisotropic.

**PBE.** The isotropic part is $-0.4587+0.5941=0.1354$. The gradient term is added component by component:

- $xx$: $0.1354+0.0051=0.1405$
- $yy$: $0.1354+0.0069=0.1423$
- $zz$: $0.1354+0.0038=0.1392$
- $xz$: $0-0.0007=-0.0007$

In pressure units these are $19.1$, $19.4$, $19.0$ and $-0.1$ GPa. With the other energy terms included, the total PBE stress is $19.5$, $25.3$, $14.8$ and $-11.4$ GPa. The last digit of the totals belongs to the chosen basis: with 925 plane waves, the diagonal totals of both functionals are lower by $0.04$ to $0.05$ GPa, while the exchange-correlation parts of $\Omega\sigma_{ab}$ are unchanged to four decimals.

One third of the trace of the gradient term is $0.0053$, which lowers the pressure by $0.0053\times29421/216=0.7$ GPa. The traceless components are $-0.0002$, $0.0016$, $-0.0015$ and $-0.0007$. In this model, the larger effect of the gradient term is therefore on the pressure.

The gradient term is $0.0036$ along the line joining the charges and $0.0069$ along $y$, perpendicular to it. By (8), the positive signs mean that $\partial f/\partial s$, weighted with the squared derivative of the density, is negative on average. The larger value along $y$ means that the weighted squared derivative is larger in that direction.

**Numerical check.** Formulas (2) and (3) were tested against finite strain differences of $E_{xc}$ at frozen coefficients, for all nine components, both here and for a model density in a triclinic cell (it has an inversion centre, which forces no stress component to vanish). The total stress was also compared with energies made self-consistent again in each strained cell, for $xx$, $zz$ and $xz$. For both functionals, the deviations in $\Omega\sigma_{ab}$ were below $10^{-6}$ hartree (the tolerance the program asserts) in the frozen-coefficient test of this example, below $10^{-11}$ hartree in the triclinic test, and below $10^{-7}$ hartree in the comparison with re-converged energies. Without the gradient term, the largest PBE deviation among these three components rises to $0.0051$ hartree, which is the omitted $xx$ contribution.

## Values computed for the example and the checks

```
density wave, stress*volume/E: xx -1, zz -3
triclinic test LDA, largest error of nine: 7.6e-12 hartree
triclinic test PBE, largest error of nine: 8.3e-12 hartree
cell side 6.0 bohr, volume 216.0 bohr^3
charges at +/-(0.6, 0.0, 0.8) bohr, width 0.7 bohr
plane waves 257, grid points per axis 20
1 hartree/bohr^3 = 29421.02 GPa
LDA density min 0.00182, max 0.07312 bohr^-3
LDA total energy (with ion self-energy): 0.162031 hartree
LDA E_xc: -0.450038 hartree
LDA int v_xc rho: -0.586115 hartree
LDA E_xc - int v_xc rho: 0.136077 hartree
LDA xc volume*stress, formula xx yy zz xz: 0.136077 0.136077 0.136077 0.000000 hartree
LDA xc volume*stress, differences xx yy zz xz: 0.136077 0.136077 0.136077 0.000000 hartree
LDA xc stress xx yy zz xz: 18.535 18.535 18.535 0.000 GPa
LDA kinetic+electrostatic volume*stress xx yy zz xz: 0.010927 0.057175 -0.026860 -0.087692 hartree
LDA total volume*stress, formula xx yy zz xz: 0.147004 0.193252 0.109217 -0.087692 hartree
LDA total stress xx yy zz xz: 20.023 26.323 14.876 -11.944 GPa
LDA total xx, re-converged: 0.147004 hartree
LDA total zz, re-converged: 0.109217 hartree
LDA total xz, re-converged: -0.087692 hartree
LDA largest error, re-converged test: 7.3e-08 hartree
PBE density min 0.00174, max 0.07542 bohr^-3
PBE total energy (with ion self-energy): 0.157492 hartree
PBE E_xc: -0.458661 hartree
PBE int v_xc rho: -0.594053 hartree
PBE E_xc - int v_xc rho: 0.135393 hartree
PBE gradient term of volume*stress xx yy zz xz: 0.005123 0.006927 0.003821 -0.000727 hartree
PBE traceless part of gradient term xx yy zz xz: -0.000168 0.001637 -0.001469 -0.000727 hartree
PBE gradient term, one third of trace: 0.005290 hartree
PBE gradient term along pair axis: 0.003592 hartree
PBE gradient term across axis (y): 0.006927 hartree
PBE xc volume*stress, formula xx yy zz xz: 0.140515 0.142320 0.139214 -0.000727 hartree
PBE xc volume*stress, differences xx yy zz xz: 0.140515 0.142320 0.139214 -0.000727 hartree
PBE xc stress xx yy zz xz: 19.139 19.385 18.962 -0.099 GPa
PBE kinetic+electrostatic volume*stress xx yy zz xz: 0.002692 0.043193 -0.030703 -0.083302 hartree
PBE total volume*stress, formula xx yy zz xz: 0.143207 0.185512 0.108511 -0.084029 hartree
PBE total stress xx yy zz xz: 19.506 25.268 14.780 -11.445 GPa
PBE total xx, re-converged: 0.143207 hartree
PBE total zz, re-converged: 0.108511 hartree
PBE total xz, re-converged: -0.084029 hartree
PBE largest error, re-converged test: 7.5e-08 hartree
PBE largest error without gradient term: 0.005123 hartree
PBE exchange energy: -0.403903 hartree
PBE exchange, trace of volume*stress: 0.403903 hartree
```
